\section*{The Arrhenius slope of a nonadiabatic electrode rate is not λ/4}

\section{A slope that is too steep}

A redox centre bound to a metal electrode has a reorganisation energy $\lambda=0.850$ eV. In the model set out below, its standard rate constant rises from $0.5090\ \mathrm{s^{-1}}$ at 278.15 K to $2.1135\ \mathrm{s^{-1}}$ at 328.15 K. A straight line fitted to $\ln k_0$ against $1/kT$ over this range has the slope $-224.0$ meV. The activation barrier of the model is $\lambda/4=212.5$ meV. Anyone who multiplies the slope by four to find $\lambda$ obtains 0.896 eV, which is 46 meV too much, although the data contain no noise and $\lambda$ does not depend on temperature.

The two end points suffice to confirm the slope. Here $k$ without a subscript is Boltzmann's constant, and $kT=25.693$ meV at 298.15 K. In proportion, $kT$ is 23.969 meV and 28.278 meV at the two ends, so that $1/kT$ falls by $41.72-35.36=6.36\ \mathrm{eV^{-1}}$. Since $\ln(2.1135/0.5090)=1.424$, the slope has magnitude $1.424/6.36=0.224$ eV.

The claim that the Arrhenius slope equals $\lambda/4$ therefore fails in this case. The excess comes from the temperature dependence of the prefactor, which must be derived.

\section{The rate constant of the model}

\paragraph{Assumptions.} The centre has one nondegenerate orbital, coupled with strength $V$ to electrode levels of density $\rho$. The solvent is classical and harmonic. $V$, $\rho$ and $\lambda$ depend neither on energy nor on temperature. At every temperature the electrode is held at the formal potential, where the oxidised and reduced states have equal free energy. Electron energies $\varepsilon$ are measured from the Fermi level.

\paragraph{Transfer at a frozen solvent configuration.} Let the empty orbital lie at energy $a$. To first order in $V$, an electron in the electrode level $\varepsilon$ has reached the orbital after a time $\tau$ with probability $4V^2\sin^2[(\varepsilon-a)\tau/2\hbar]/(\varepsilon-a)^2$. Summing over levels with occupation $f(\varepsilon)=1/(1+e^{\varepsilon/kT})$ gives
\begin{equation}
P(\tau)=4V^2\rho\int f(\varepsilon)\,
\frac{\sin^2[(\varepsilon-a)\tau/2\hbar]}{(\varepsilon-a)^2}\,d\varepsilon
\simeq 4V^2\rho f(a)\,\frac{\pi\tau}{2\hbar}.
\end{equation}
The last step uses $\int\sin^2(cu)/u^2\,du=\pi c$ and requires $\tau\gg\hbar/kT$, so that $f$ hardly varies across the peak. For an orbital many $kT$ above the Fermi level, the wings of the peak add a further probability that can exceed this term at moderate $\tau$. It does not grow with $\tau$, however: it comes from the mixing of the orbital with distant levels when the coupling is switched on at $\tau=0$, not from a steady transfer, and is left out of the rate. The orbital thus fills at the rate $(\Gamma/\hbar)f(a)$ with $\Gamma=2\pi V^2\rho$. As a test of this golden-rule rate, one level was placed in the middle of 801 levels spread evenly from $-1$ to $1$, with $V=0.002$ in the same unit. Exact diagonalisation gave a decay rate within 0.4\% of $\Gamma/\hbar$.

\paragraph{Average over the solvent.} Let $q$ be the solvent coordinate, with energy $\lambda q^2$ in the oxidised state and $\lambda(1-q)^2$ in the reduced state. The minima are equal because the electrode is at the formal potential. The orbital energy is the difference
\begin{equation}
a=\lambda(1-q)^2-\lambda q^2=\lambda(1-2q).
\end{equation}
In the oxidised state $q$ has the Boltzmann weight $e^{-\lambda q^2/kT}$, a Gaussian of mean 0 and variance $kT/2\lambda$. Hence $a$ is Gaussian with mean $\lambda$ and variance $(2\lambda)^2kT/2\lambda=2\lambda kT$. If transfer is too rare to disturb this distribution, the rate constant is the average
\begin{equation}
k_0=\frac{\Gamma}{\hbar}\frac{1}{\sqrt{4\pi\lambda kT}}
\int_{-\infty}^{\infty} f(\varepsilon)\,
e^{-(\lambda-\varepsilon)^2/4\lambda kT}\,d\varepsilon .
\label{mhc}
\end{equation}
For oxidation, the reduced state gives $a$ the mean $-\lambda$, and the electron needs an empty level, with probability $1-f(a)=f(-a)$. Replacing $a$ by $-a$ returns the same integral, so both directions have the rate constant $k_0$.

\paragraph{The thermal window.} Expand the exponent:
\begin{equation}
\frac{(\lambda-\varepsilon)^2}{4\lambda kT}
=\frac{\lambda}{4kT}-\frac{\varepsilon}{2kT}+\frac{\varepsilon^2}{4\lambda kT}.
\end{equation}
The first term gives the barrier factor $e^{-\lambda/4kT}$. The second combines with the Fermi function. With $x=\varepsilon/kT$,
\begin{equation}
f\,e^{x/2}=\frac{e^{x/2}}{1+e^{x}}=\frac{1}{e^{-x/2}+e^{x/2}}
=\frac{1}{2\cosh(x/2)} .
\end{equation}
This is a symmetric window centred on the Fermi level. Levels above it face a lower barrier but are rarely occupied; levels below it are occupied but face a higher barrier. The window falls to half its height where $\cosh(x/2)=2$, so its full width is $4\,\mathrm{arccosh}\,2=5.27$ in units of $kT$, or 135 meV at 298.15 K. With $t=kT/\lambda$ and $d\varepsilon=kT\,dx$,
\begin{equation}
k_0=\frac{\Gamma}{\hbar}\,\frac{kT}{\sqrt{4\pi\lambda kT}}\,
e^{-\lambda/4kT}J(t),\qquad
J(t)=\int_{-\infty}^{\infty}\frac{e^{-tx^2/4}}{2\cosh(x/2)}\,dx .
\label{factored}
\end{equation}

\section{The counter-example in numbers}

The example has $\rho=0.30\ \mathrm{eV^{-1}}$ and $V=3.0\times10^{-6}$ eV, hence $\Gamma=1.70\times10^{-11}$ eV. At 298.15 K, $t=0.0302$. For such a small $t$ first set $t=0$ in $J$. The substitution $u=e^{x/2}$, $dx=2\,du/u$, gives
\begin{equation}
J(0)=\int_0^\infty\frac{1}{u+1/u}\,\frac{2\,du}{u}
=\int_0^\infty\frac{2\,du}{1+u^2}=\pi ,
\end{equation}
and therefore
\begin{equation}
k_0\simeq\frac{2\pi V^2\rho}{\hbar}\cdot\frac12\sqrt{\frac{kT}{\pi\lambda}}\cdot\pi\,
e^{-\lambda/4kT}
=\frac{V^2\rho}{\hbar}\,\pi^{3/2}\sqrt{\frac{kT}{\lambda}}\;e^{-\lambda/4kT}.
\label{closed}
\end{equation}
This gives $1.016\ \mathrm{s^{-1}}$; the full integral gives $0.951\ \mathrm{s^{-1}}$, a factor 0.936 lower.

Equation (\ref{closed}) already gives the steep slope to within 2 meV. With $\beta=1/kT$, the logarithm of $k_0$ contains three terms that depend on temperature:
\begin{equation}
\ln k_0=\text{const}-\frac{\beta\lambda}{4}
\underbrace{-\ln\beta}_{\text{window}}
\underbrace{+\tfrac12\ln\beta}_{\text{Gaussian}} .
\end{equation}
The Arrhenius energy $E_a=-d\ln k_0/d\beta$ is then
\begin{equation}
E_a\simeq\frac{\lambda}{4}+kT-\frac{kT}{2}=\frac{\lambda}{4}+\frac{kT}{2}.
\end{equation}
The level window by itself contributes $+kT$, because the number of electrode levels taking part grows in proportion to $T$. The normalisation of the solvent's Gaussian takes back $kT/2$, because a broader Gaussian has a lower peak; the growth of its tail is already counted in the barrier factor. The extra $kT/2$ is the balance of the two.

At 298.15 K this predicts $212.50+12.85=225.35$ meV. Differentiating the full integral gives 223.84 meV. The remaining $-1.51$ meV comes from the factor $J(t)$, treated next.

\section{The correct statement and its proof}

\paragraph{Statement.} Under the assumptions above, at every temperature,
\begin{equation}
\frac{\lambda}{4}<E_a<\frac{\lambda}{4}+\frac{kT}{2},
\label{bounds}
\end{equation}
and for $kT\ll\lambda/\pi^2$,
\begin{equation}
E_a=\frac{\lambda}{4}+\frac{kT}{2}-\frac{\pi^2(kT)^2}{4\lambda}
\left[1-\frac{\pi^2kT}{\lambda}+\dots\right].
\label{series}
\end{equation}

\paragraph{An identity for the slope.} Let $\langle\cdot\rangle$ be the average with the weight $e^{-tx^2/4}/\cosh(x/2)$. Differentiating $J$ under the integral gives $d\ln J/dt=-\langle x^2\rangle/4$. Since $t=1/(\beta\lambda)$, we have $dt/d\beta=-t/\beta$, so $J$ contributes
\begin{equation}
-\frac{d\ln J}{d\beta}=\frac{t}{\beta}\,\frac{d\ln J}{dt}
=-\frac{kT\,t}{4}\langle x^2\rangle .
\end{equation}
The other factors of (\ref{factored}) were differentiated above. Without approximation,
\begin{equation}
E_a=\frac{\lambda}{4}+\frac{kT}{2}-\frac{(kT)^2}{4\lambda}\langle x^2\rangle .
\label{identity}
\end{equation}
In the example $\langle x^2\rangle=7.78$, and the last term is $-25.693\times0.03023\times7.78/4=-1.51$ meV, as found.

\paragraph{The bounds.} The upper bound follows from $\langle x^2\rangle>0$. For the lower one write $g=e^{-tx^2/4}$ and $s=1/\cosh(x/2)$. Then $xg=-(2/t)g'$, and integration by parts, with vanishing boundary terms, gives
\begin{align}
\int x^2gs\,dx&=-\frac2t\int g'\,xs\,dx
=\frac2t\int g\,(s+xs')\,dx,\\
\langle x^2\rangle&=\frac2t\left[1-\tfrac12\langle x\tanh(x/2)\rangle\right],
\end{align}
because $s'=-\tfrac12 s\tanh(x/2)$. Inserting this in (\ref{identity}) cancels the two terms $kT/2$:
\begin{equation}
E_a-\frac{\lambda}{4}=\frac{kT}{4}\,\langle x\tanh(x/2)\rangle>0 ,
\label{positive}
\end{equation}
since $x\tanh(x/2)$ is positive for $x\neq0$. This proves (\ref{bounds}).

\paragraph{The expansion.} The moments of the window follow from $M(p)=\int e^{px}/(1+e^x)\,dx$ with $0<p<1$. Moving the path up by $2\pi i$ multiplies the integrand by $e^{2\pi ip}$. Between the paths lies one pole, at $x=i\pi$, with residue $-e^{i\pi p}$. Hence $(1-e^{2\pi ip})M=-2\pi i\,e^{i\pi p}$, or $M=\pi/\sin\pi p$. Setting $p=\tfrac12+r$,
\begin{equation}
\int\frac{e^{rx}}{2\cosh(x/2)}\,dx=\frac{\pi}{\cos\pi r}
=\pi\left(1+\frac{\pi^2r^2}{2}+\frac{5\pi^4r^4}{24}+\dots\right).
\end{equation}
Comparison with the powers of $e^{rx}$ gives the window averages $\langle x^2\rangle_0=\pi^2$ and $\langle x^4\rangle_0=5\pi^4$. To first order in $t$,
\begin{equation}
\langle x^2\rangle=\frac{\pi^2-5\pi^4t/4}{1-\pi^2t/4}
=\pi^2-\pi^4t+O(t^2),
\end{equation}
which turns (\ref{identity}) into (\ref{series}). \hfill$\square$

The small parameter is $\pi^2t$, not $t$. In the example it is 0.30, so the series is of moderate quality: its first correction is $-1.92$ meV, against the full $-1.51$ meV.

\section{Two limits that locate the cause}

\paragraph{No thermal window.} Let the electrode levels fill only a band of fixed width $W\ll kT$ centred on the Fermi level, with everything else unchanged. Within it $1/[2\cosh(x/2)]\simeq\tfrac12$, and for $W\ll\sqrt{\lambda kT}$ the factor $e^{-\varepsilon^2/4\lambda kT}$ is close to 1. The energy integral is $W/2$, independent of temperature, and only the Gaussian normalisation remains in the prefactor:
\begin{equation}
k_0\simeq\frac{\Gamma}{\hbar}\,\frac{W/2}{\sqrt{4\pi\lambda kT}}\,e^{-\lambda/4kT},
\qquad E_a\simeq\frac{\lambda}{4}-\frac{kT}{2}.
\end{equation}
For $W=1$ meV the numerical slope lies 12.85 meV below $\lambda/4$, whereas the wide band puts it 11.34 meV above. The sign of the deviation is thus set by the thermal window; it changes at $W\approx170$ meV, or $6.6\,kT$, a width comparable to that of the window. The narrow band is a formal cut of the integral in (\ref{mhc}), not a real electrode: the frozen-solvent step would need $\tau\gg\hbar/W$, which is 0.66 ps for $W=1$ meV.

\paragraph{Very high temperature.} For $kT\gg\lambda$ the orbital energy stays small compared with $kT$, and $f(a)\simeq\tfrac12-a/4kT$. Averaging with $\langle a\rangle=\lambda$ gives $k_0\simeq(\Gamma/2\hbar)(1-\beta\lambda/2)$, so $E_a\to\lambda/2$. The excess over $\lambda/4$ saturates at $\lambda/4$ and no longer grows with $kT$. The bounds (\ref{bounds}) still hold, but $kT/2$ has ceased to be an estimate.

\section{Recovering the reorganisation energy}

Solving (\ref{series}) for $\lambda$ gives $\lambda\simeq4E_a-2kT+\pi^2(kT)^2/\lambda$. At 298.15 K the first two terms yield $895.4-51.4=844.0$ meV. The third, evaluated with this estimate of $\lambda$, adds 7.7 meV, and the result, 852 meV, lies within 2 meV of the true 850 meV.

On a plot the larger of these two corrections is made by fitting $\ln(k_0/\sqrt T)$ instead of $\ln k_0$, which removes the term $kT/2$. Over the range 278--328 K the fitted slope becomes 210.95 meV. Four times this value is 6 meV below $\lambda$, where the plain plot was 46 meV above.

\section{How far a real electrode departs from the model}

The parameters are rough typical values for a ferrocene-ended long-chain thiol monolayer on gold in aqueous acid, with $V$ chosen to put $k_0$ near one per second. Weak coupling is well satisfied: for a rough solvent relaxation time of 1 ps, $\Gamma\tau/\hbar=2.6\times10^{-8}$, and $\Gamma/kT=6.6\times10^{-10}$. Other assumptions are less safe. The following shifts of $E_a$ at 298.15 K were computed one at a time, from rough inputs, and should be set against the excess of 11.3 meV.

\begin{itemize}
\item \emph{Fixed potential.} If the formal potential $E^0$ drifts while the electrode potential stays put, the mean orbital energy becomes $\lambda-e\,\delta E^0$. The window is symmetric, so $\langle\varepsilon\rangle=0$ and $\ln k$ for reduction changes by $e\,\delta E^0/2kT$. Since $-d/d\beta=kT^2\,d/dT$, the slope shifts by $\tfrac12eT\,dE^0/dT$: $+14.9$ meV for each 0.1 mV/K. For oxidation the sign is reversed.
\item \emph{Quantised solvent motion.} Let 0.15 eV of $\lambda$ belong to water librations with a quantum of 70 meV. The Gaussian of $a$ is then replaced by a sum of Gaussians, one for each transition between the levels of the two displaced oscillators, weighted by thermal population and squared overlap. The slope shifts by $-14.1$ meV. The librations form a broad band, and the shift depends strongly on the single quantum chosen to stand for it: $-8$ meV for 50 meV and $-20$ meV for 90 meV. With a quantum of 10 meV the shift is $-0.4$ meV, close to the classical result.
\item \emph{Stretching of the tunnelling path.} If $V^2\propto e^{-D}$ with $D=16$, and the path lengthens by $\alpha=10^{-4}\ \mathrm{K^{-1}}$, as might suit a soft film, the shift is $-D\alpha T\,kT=-12.3$ meV.
\item \emph{Temperature-dependent $\lambda$.} For $\lambda\propto1/n^2-1/\epsilon$, with rough values for water of the refractive index $n$ and permittivity $\epsilon$, $\lambda$ grows by a fraction $c=4.1\times10^{-5}$ per kelvin. The terms $-\lambda/4kT$ and $-\tfrac12\ln\lambda$ in $\ln k_0$ then shift the slope by $-cT(\lambda/4+kT/2)=-2.7$ meV. The two dielectric contributions to $c$ largely cancel, so its value is uncertain. With tabulated $n(T)$ and $\epsilon(T)$ of water, $c$ is about $5.5\times10^{-5}$ at 298 K, changes sign near 287 K, and gives a shift running from about $+3$ meV at 278 K to $-11$ meV at 328 K. The continuum formula itself gives the wrong sign of $d\lambda/dT$ in some polar solvents.
\item \emph{Energy-dependent tunnelling.} For a barrier of height $\phi=3$ eV, $D\propto\sqrt{\phi-\varepsilon}$, so $\ln V^2$ rises by $D/2\phi=2.7$ per eV. The linear effect cancels in the symmetric window, and $+0.9$ meV remains. A level density that varies strongly within a few $kT$ of the Fermi level is another matter: for $\rho\propto|\varepsilon|$ the excess over $\lambda/4$ is 35 meV, outside the bounds (\ref{bounds}), which require a flat $\rho$.
\end{itemize}

Three of these shifts are as large as the excess itself, and they differ in sign. A measured slope can therefore neither confirm nor refute the term $kT/2$ unless they are controlled. Within the model, and for $kT$ well below $\lambda$, the term is still needed when $\lambda$ is extracted from an Arrhenius slope. The numerical output lists the values behind these estimates.

\section*{Computed results}
\begin{verbatim}
reorganisation energy lam      0.850 eV
level density rho              0.30 1/eV
coupling V                     3.00e-06 eV
temperature                    298.15 K
kT                             25.693 meV
t = kT/lam                     0.03023
Gamma                          1.696e-11 eV
golden-rule test, exact/formula 1.00322
window full width, half height 5.268 kT
window full width, half height 135.3 meV
k0, full integral              0.9513 1/s
k0, leading closed form        1.0161 1/s
ratio full/closed              0.9363
lam/4                          212.50 meV
kT/2                           12.85 meV
mean x^2 under full weight     7.782
pi^2, its small-t limit        9.870
exact remaining term           -1.51 meV
-pi^2 (kT)^2/(4 lam)           -1.92 meV
slope Ea at this temperature   223.84 meV
Ea - lam/4                     11.34 meV
(Ea - lam/4)/kT                0.4412
narrow band width              1.0 meV
narrow band, Ea - lam/4        -12.85 meV
plot range                     278.15 to 328.15 K
k0 at lowest temperature       0.5090 1/s
k0 at highest temperature      2.1135 1/s
fitted slope, ln k0            223.95 meV
fitted slope, ln(k0/sqrt T)    210.95 meV
error of lam, ln k0 plot       45.8 meV
error of lam, sqrt T plot      -6.2 meV
water (rough): n 1.33, dn/dT -1e-04 1/K
water (rough): eps 80, deps/dT -0.4 1/K
relative change of lam         4.07e-05 1/K
slope shift, lam(T)            -2.72 meV
formal-potential drift         0.10 mV/K
slope shift, fixed potential   14.91 meV
libration share of lam (rough) 0.15 eV
libration quantum (rough)      70 meV
slope shift, libration         -14.10 meV
same share, 10 meV quantum     -0.38 meV
tunnelling exponent (rough)    16
tunnelling barrier (rough)     3.0 eV
d ln V^2/d energy              2.67 1/eV
slope shift, energy-dep. V     0.85 meV
path stretch (rough)           1e-04 1/K
slope shift, path stretch      -12.26 meV
solvent time (rough)           1.0 ps
Gamma tau/hbar                 2.6e-08
Gamma/kT                       6.6e-10
\end{verbatim}
